# A Gyrator Turns a Flux-Controlled Memristor into a Charge-Controlled One

A memristor emulator can be built from an integrator and an analog multiplier so that it is controlled by voltage: the integrator accumulates the applied voltage, and its output sets the conductance. A circuit may instead need an element driven by current, whose resistance depends on the charge that has passed. A gyrator exchanges the roles of voltage and current, so placing one in front of the emulator is an obvious remedy. An implementer needs to know which resistance law appears at the new terminals, with its scale, sign and initial state.

## Elements and conventions

Let $v_1,v_2$ be the port voltages of the gyrator and $i_1,i_2$ the currents flowing into its ports. An ideal gyrator of gyration resistance $r>0$ obeys

$$v_1=-r\,i_2,\qquad v_2=r\,i_1. \tag{1}$$

The power it absorbs is

$$v_1i_1+v_2i_2=-r\,i_2i_1+r\,i_1i_2=0,$$

so it neither stores nor dissipates energy.

The memristor across port 2 has voltage $v_M$, current $i_M$ and flux $\varphi$, the time integral of its voltage:

$$i_M=W(\varphi)\,v_M,\qquad \frac{d\varphi}{dt}=v_M. \tag{2}$$

The memductance $W$ is a conductance. The flux is measured in volt-seconds and need not be a magnetic flux.

The two elements share the port voltage, so $v_M=v_2$. Current entering the memristor leaves the gyrator, so $i_M=-i_2$.

## The port law

The first gyrator equation becomes

$$v_1=-r\,i_2=r\,i_M=r\,W(\varphi)\,v_2 .$$

The second gives $v_2=r\,i_1$, and therefore

$$v_1=r^2W(\varphi)\,i_1. \tag{3}$$

One factor of $r$ converts the input current into the memristor voltage; the other converts the memristor current into the input voltage.

It remains to express the state through a quantity at port 1. Define the charge by $dq/dt=i_1$. Then

$$\frac{d\varphi}{dt}=v_2=r\,i_1=r\,\frac{dq}{dt}.$$

Since $r$ is constant, integration gives $\varphi=\varphi_0+rq$, where $\varphi_0$ is the flux at $q=0$. Hence

$$\boxed{v_1=M(q)\,i_1,\qquad M(q)=r^2W(\varphi_0+rq).} \tag{4}$$

If the origin of charge is chosen so that $\varphi_0=0$, this is $M(q)=r^2W(rq)$. No waveform was assumed. Two currents that deliver the same charge from the same initial state leave the same memristance.

The orientation matters. Reversing the signs in (1) gives $v_1=r\,i_2$ and $v_2=-r\,i_1$. Then $\varphi=\varphi_0-rq$, while

$$v_1=-r\,i_M=-rW(\varphi)(-r\,i_1)=r^2W(\varphi_0-rq)\,i_1 .$$

The prefactor stays positive, but positive charge now moves the state the other way. With $\varphi_0=0$, the two orientations agree for all charges only if $W$ is even.

The result is not the memristor's own resistance $1/W$. A state that conducts well at port 2 has a large $W$ and so presents a large resistance at port 1. If $W$ is constant, (4) reduces to the gyrator's conversion of a conductance $W$ into a resistance $r^2W$.

## Port flux, voltage drive and passivity

Let $\Phi$ be the time integral of $v_1$, set to zero at $q=0$. Because $v_1\,dt=M(q)\,dq$,

$$\Phi(q)=\int_0^q r^2W(\varphi_0+rs)\,ds
=r\int_{\varphi_0}^{\varphi_0+rq}W(\varphi)\,d\varphi. \tag{5}$$

The substitution $\varphi=\varphi_0+rs$ has $ds=d\varphi/r$, which removes one factor of $r$. The last integral is the charge passed by the memristor itself.

When port 1 is driven by a voltage source, $\Phi$ is prescribed and $q$ must be found from (5). If $W>0$, $\Phi(q)$ increases strictly and there is one solution, as long as the prescribed flux lies in the range of $\Phi$. If $W$ vanishes over an interval, $\Phi$ is flat there: many charges share one port flux. The port remains charge-controlled but is not flux-controlled. In that interval it is a short circuit, which an ideal source of nonzero voltage cannot drive.

The input power follows from (3) and $v_2=r\,i_1$:

$$v_1i_1=r^2W i_1^2=W v_2^2 .$$

It equals the power dissipated in the memristor. If $W\ge0$ everywhere, the port is passive. If a continuous $W$ is negative at some flux, a current can bring the state there and then alternate weakly about it, and the port delivers energy in every cycle.

## Two neighbouring cases

**Charge-controlled termination.** Suppose the element at port 2 obeys $v_2=R_M(q_M)\,i_M$ with $dq_M/dt=i_M$. Equation (1) gives $i_M=v_1/r$, so $q_M=q_{M0}+\Phi/r$, where $q_{M0}$ is its charge at $\Phi=0$. Then

$$i_1=\frac{v_2}{r}=\frac{R_M(q_M)\,i_M}{r}
=\frac{1}{r^2}R_M\!\left(q_{M0}+\frac{\Phi}{r}\right)v_1 .$$

The port is a flux-controlled memristor, so the exchange works in both directions.

**A state that does not integrate voltage.** Many resistive switches are better described by $i_M=W(x)v_M$ and $dx/dt=f(x,v_M)$, with $x$ an internal state. The same substitutions give

$$v_1=r^2W(x)\,i_1,\qquad \frac{dx}{dt}=f(x,r\,i_1).$$

The factor $r^2$ survives. Control by charge alone generally does not, because a short strong pulse and a long weak pulse of equal charge can leave different states.

## A bench-circuit example

Take an emulator with integrator time constant $\tau=2.0$ ms and a signal range of 10 V. Let

$$W(\varphi)=W_0+\beta\varphi,\qquad \beta=\frac{W_1}{(10\ \mathrm V)\,\tau},$$

with $W_0=0.40$ mS and $W_1=0.30$ mS. Then $\beta=15$ mS/(V s). The integrator output is $\varphi/\tau$, so the model holds for $|\varphi|\le20$ mV s, where $W$ is positive.

With $r=2.0$ kΩ, $\varphi_0=0$ and the orientation of (1),

$$M(q)=r^2W_0+r^3\beta q
=1.600\ \mathrm{k\Omega}+(120\ \mathrm{\Omega/\mu C})\,q .$$

Drive port 1 with $i_1=I_0\sin\theta$, where $\theta=\omega t$, $I_0=1.0$ mA and the frequency is 50 Hz. Starting from $q=0$,

$$q=\frac{I_0}{\omega}(1-\cos\theta).$$

The first half-period gives:

| $\theta$ | $q$ (µC) | $W$ (mS) | $M$ (kΩ) | $v_1$ (V) |
|---:|---:|---:|---:|---:|
| 0° | 0 | 0.400 | 1.600 | 0 |
| 30° | 0.426 | 0.413 | 1.651 | 0.826 |
| 90° | 3.183 | 0.495 | 1.982 | 1.982 |
| 150° | 5.940 | 0.578 | 2.313 | 1.156 |
| 180° | 6.366 | 0.591 | 2.364 | 0 |

At 150°, for example, $M=1600+120\times5.940=2313$ Ω, and a current of 0.500 mA gives 1.156 V. At 30° the current is the same but the voltage is 0.826 V: the port remembers the charge passed in between. Both branches pass through the origin because $v_1=M i_1$ with finite $M$.

Between 0° and 180° the memristor's own resistance $1/W$ falls from 2.500 to 1.692 kΩ, while the port resistance rises from 1.600 to 2.364 kΩ. With the gyrator reversed and the same current, the port resistance at 180° would be 0.836 kΩ.

In the second half-period the current reverses and the charge returns to zero. The energy absorbed over a full period $T$ is

$$E=\int_0^T M i_1^2\,dt
=\frac{I_0^2T}{2}\left(r^2W_0+r^3\beta\frac{I_0}{\omega}\right).$$

Here the average of $\sin^2\theta$ is $1/2$, and that of $\sin^2\theta\cos\theta$ is zero. The bracket is 1982 Ω, so $E=\tfrac12(1.0\ \mathrm{mA})^2(20\ \mathrm{ms})(1982\ \Omega)=19.8$ µJ, all of it dissipated in the memristor branch.

### Frequency and voltage drive

The charges at 30° and 150° differ by $\sqrt3\,I_0/\omega$. Multiplying by the slope $r^3\beta$ and by the common current $I_0/2$ gives the voltage gap between the branches:

$$\Delta v=\frac{\sqrt3}{2}\,\frac{r^3\beta I_0^2}{\omega}.$$

It is 331 mV at 50 Hz and 33.1 mV at 500 Hz, with amplitude and initial state held fixed. As the frequency rises, less charge moves per half-period and the port approaches a resistor of value $r^2W(\varphi_0)$. This limit belongs to the ideal model; stray reactances eventually intervene.

For voltage drive, (5) gives $\Phi=r^2W_0q+\tfrac12r^3\beta q^2$. The root that vanishes with $\Phi$ is

$$q=\frac{-r^2W_0+\sqrt{(r^2W_0)^2+2r^3\beta\Phi}}{r^3\beta}.$$

A sinusoidal voltage of amplitude 2.0 V at 50 Hz, starting from zero phase and zero charge, supplies $\Phi=2(2.0\ \mathrm V)/\omega$ in half a period. The charge is then 6.415 µC.

## What real circuits change

The component values above are round numbers in the range of ordinary op-amp boards, and the error data below are rough values for general-purpose parts. Of the assumptions examined here, perfect integration and perfect multiplication are broken most visibly. Each effect was evaluated separately for the 50 Hz current drive. Percentages are the largest change of $v_1$ within a period, relative to its ideal peak of 2.017 V. Where no closed form is used, they come from fourth-order Runge–Kutta integration of the circuit equations with 240 steps per period.

**Integrator offset.** An offset $V_\mathrm{os}$ changes the state equation to $d\varphi/dt=v_2+V_\mathrm{os}$, where $\varphi$ now denotes the emulator's stored state. Therefore

$$M=r^2W(\varphi_0+rq+V_\mathrm{os}t).$$

For 1 mV, the memristance has shifted by $r^2\beta V_\mathrm{os}t=60$ Ω after 1.0 s, and the voltage error in the last period is 3.0%. The error grows with time. The ideal state peaks at 12.7 mV s, so a positive offset uses up the remaining 7.3 mV s in about 7.3 s; the integrator then reaches its limit. Longer operation needs offset correction or periodic resetting of the state.

**Multiplier error.** A constant error current $\delta$ in the memristor branch gives $i_M=Wv_2+\delta$, hence

$$v_1=r^2W i_1+r\delta .$$

An error of 1% of the 10 V range corresponds to $\delta=0.030$ mA. The port then shows 60 mV at zero current, 3.0% of the peak, and the loop no longer passes through the origin. A nonzero voltage at zero current therefore indicates an error source here, not memory.

**Integrator leak.** With a dc gain of $10^5$, the stored state decays with a time constant of $10^5\tau=200$ s. After 1.0 s the voltage error is 0.09%. It keeps growing, to 0.9% after 10 s and 12% after 200 s, and levels off near 19% once the mean stored flux has decayed to zero. Retention is finite even without offset.

**Unequal gyration resistances.** If $v_1=-r_b i_2$ and $v_2=r_f i_1$, the derivation gives

$$M(q)=r_b r_f\,W(\varphi_0+r_f q).$$

The forward resistance $r_f$ alone sets the charge scale; the product sets the resistance scale. Such a gyrator is no longer lossless, since it absorbs $(r_f-r_b)i_1i_2$. If both resistances are 0.1% high, they remain equal, and the voltage changes by 0.22%.

**Port leakage.** Resistor mismatch can give each port a finite shunt conductance $g$. Its sign depends on the mismatch; a rough limit on its size is $4\times0.001/r=2.0$ µS. With $g=+2.0$ µS at both ports, $v_1$ changes by only 0.16%, because the two shunts act in opposite directions: alone they would change it by about 0.5% and 0.4%, and together they partly cancel. If their signs differ, the effects add and the change is about 0.9%. A positive shunt at port 2 adds $r^2g=8$ Ω to the memristance. The shunt at port 1 diverts current, so the charge controlling the state is no longer the whole terminal charge.

**Temperature.** Suppose every resistor rises by 50 ppm/K over 30 K, including those that set $W_0$, $W_1$ and $\tau$, while the capacitor and multiplier scale stay fixed. Then $W_0$ scales as $1/r$ and $\beta$ as $1/r^2$, so both terms of $M$ scale as $r$. The change is 0.15%.

**Stray capacitance and bandwidth.** A capacitance $C$ across the memristor adds $C\,dv_2/dt$ to the current leaving port 2. Thus

$$v_1=r\left(Wv_2+C\frac{dv_2}{dt}\right)
=r^2Wi_1+r^2C\frac{di_1}{dt}.$$

It appears as a series inductance $r^2C$. For 50 pF this is 0.20 mH, with a reactance of 0.063 Ω at 50 Hz. Let each gyrator conversion have a bandwidth $f_b=1$ MHz. If the gyrator is built from current-controlled voltage sources, $r$ is replaced by $r/(1+jf/f_b)$, and with the state frozen at $\varphi=0$ the reactance is about $-2(f/f_b)r^2W_0=-0.16$ Ω. If it is built from voltage-controlled current sources, the transconductance $1/r$ rolls off instead; $r$ becomes $r(1+jf/f_b)$ and the reactance is $+0.16$ Ω. Both are negligible beside 1.6 kΩ at this frequency.

Among the effects evaluated, offset drift after 1.0 s and multiplier error are the largest. Their near equality after 1.0 s is a coincidence of the chosen values, since under current drive the first grows with time and the second does not. This ranking holds for current drive only. Under voltage drive $d\varphi/dt=(v_1/r-\delta)/W$, so the multiplier error is integrated into the state; with the 2.0 V, 50 Hz source and $\delta=\pm0.030$ mA, the state reaches the 20 mV s limit in less than 0.2 s. The combined error was not computed. Offsets in the gyrator's own amplifiers, noise and slew-rate limits are also left out.

## Implementation

For a current-driven simulation, integrate $dq/dt=i_1$ and return $v_1=r^2W(\varphi_0+rq)i_1$. For voltage drive with $W>0$, integrate

$$\frac{dq}{dt}=\frac{v_1}{r^2W(\varphi_0+rq)} .$$

The initial flux must be supplied in either case; setting $q=0$ does not by itself set the memristor state to zero.

In hardware, choose $r$ from both scales. A flux window of width $\Delta\varphi$ becomes a charge window of width $\Delta\varphi/r$, while the resistance level grows as $r^2$. At a given memristor state $\varphi$, increasing $r$ therefore makes the port more resistive, as $r^2$, and more sensitive to charge, since $dM/dq=r^3\,dW/d\varphi$. It also raises the memristor voltage $r\,i_1$. In the example the peaks are 2.0 V at port 2, 2.0 V at port 1 and 6.4 V at the integrator output, all within the 10 V range. At a lower frequency with the same current amplitude, the integrator swing grows as $1/\omega$ and can exceed the range even though the port voltages remain moderate.
